# Sum rules for polarized core-level edges in coupled moments of valence holes

## 1. Definitions and conventions

A full core shell $c$ is excited by the electric dipole into an open valence shell $l=c\pm1$. Core spin-orbit coupling splits the absorption into edges $j=c\pm\frac12$. In atomic units, the edge integral for polarization $\mathbf e$ is

$$I_j(\mathbf e)=\sum_{f\in j}\Big|\langle f|\sum_i\mathbf e\cdot\mathbf r_i|g\rangle\Big|^2 .$$

It is the cross-section divided by $4\pi^2\alpha\omega$ and integrated over the edge. The initial state $|g\rangle$ may be any correlated state with a full core. I assume one radial integral $R$ for both edges, no other valence channel, and final states with a definite core $j$.

With $C_q=\sqrt{4\pi/3}\,Y_{1q}$, the dipole is $\mathbf e\cdot\mathbf r=r\sum_q a_qC_q$, where

$$a_{+1}=-\frac{e_x-ie_y}{\sqrt2},\qquad a_0=e_z,\qquad a_{-1}=\frac{e_x+ie_y}{\sqrt2}.$$

For fields varying as $e^{-i\omega t}$, $q=+1$ is light of positive helicity about $+z$. It raises $m$ by one.

Clebsch-Gordan coefficients are written $\langle a\alpha\,b\beta|d\delta\rangle$. They are related to 3j symbols by

$$\langle a\alpha\,b\beta|d\delta\rangle=(-1)^{a-b+\delta}\sqrt{2d+1}\begin{pmatrix}a&b&d\\\alpha&\beta&-\delta\end{pmatrix}.\tag{1}$$

The orbital unit tensors in a shell $l$ are

$$\langle lm|t^x_\xi|lm'\rangle=\frac{(-1)^{l-m}}{n_{lx}}\begin{pmatrix}l&x&l\\-m&\xi&m'\end{pmatrix},\quad n_{lx}=\begin{pmatrix}l&x&l\\-l&0&l\end{pmatrix}.$$

Thus $\langle ll|t^x_0|ll\rangle=1$; for example, $t^0=1$ and $t^1_0=L_z/l$. For spin, $s^0=1$, $s^1_0=\sigma_z$ and $s^1_{\pm1}=\mp(\sigma_x\pm i\sigma_y)/\sqrt2$. The coupled moments are

$$w^{xyz}_\zeta=\frac{\sum_{\xi\eta}\langle x\xi\,y\eta|z\zeta\rangle\,t^x_\xi s^y_\eta}{\langle x0\,y0|z0\rangle}.\tag{2}$$

The denominator requires $x+y+z$ to be even. A stretched hole $|l\,l\uparrow\rangle$ has $w^{xyz}_0=1$ for every allowed set of ranks.

## 2. Closure, and the simplest edge

Let $a,b$ label valence spin-orbitals and $k,k'$ core spin-orbitals in level $j$. The part of the transition operator that makes a hole in $j$ is $T_j=R\sum_{ak}D_{ak}\,v_a^\dagger c_k$, with $D=\sum_qa_qC_q$. The final states of the edge span every state that $T_j|g\rangle$ can contain, so $I_j=\langle g|T_j^\dagger T_j|g\rangle$:

$$I_j=R^2\sum_{abkk'}D_{ak}^*D_{bk'}\langle c_k^\dagger v_av_b^\dagger c_{k'}\rangle .$$

Moving $c_{k'}$ past two valence operators costs no sign. The full core then gives $\langle c_k^\dagger c_{k'}v_av_b^\dagger\rangle=\delta_{kk'}H_{ab}$, where

$$H_{ab}=\langle v_av_b^\dagger\rangle=\delta_{ab}-\langle v_b^\dagger v_a\rangle$$

is the hole matrix. With $P_j$ the projector on the core level,

$$I_j(\mathbf e)=R^2\,\mathrm{Tr}[D P_jD^\dagger H].\tag{3}$$

Only one-particle information about $|g\rangle$ enters, however correlated the state is. Hole averages are $\langle w\rangle=\mathrm{Tr}[wH]$; I omit the brackets when the meaning is clear.

**Case $c=0$, $l=1$.** Here $P_j=1$ in spin space and $C_q|00\rangle=|1q\rangle/\sqrt3$. Therefore $I_q=\frac13R^2\sum_\sigma H_{q\sigma,q\sigma}$: each circular component counts the holes in one orbital. In particular,

$$I_1-I_{-1}=\tfrac13R^2\langle L_z\rangle_{\rm holes}.$$

No spin moment appears, because an $s$ core has no spin-orbit coupling. For an empty $p$ shell $H=1$, so each $I_q$ is $2R^2/3$ and the dichroism vanishes.

## 3. All polarizations at once

The useful combinations of $I_1,I_0,I_{-1}$ have weights $(1,1,1)$, $(1,0,-1)$ and $(1,-2,1)$. These are the diagonals of $t^z_0$ in a space of angular momentum 1, for $z=0,1,2$. The general definition is

$$J^z_\zeta(j)=R^2\sum_{qq'}\langle1q|t^z_\zeta|1q'\rangle\,\mathrm{Tr}[C_qP_jC_{q'}^\dagger H].\tag{4}$$

Rank 0 is the isotropic strength, rank 1 circular dichroism and rank 2 linear dichroism.

An arbitrary polarization has the matrix $\varepsilon_{qq'}=a_qa_{q'}^*$. The nine $t^z_\zeta$ form a basis for such matrices. By 3j orthogonality they are mutually orthogonal under the trace, with a norm independent of $\zeta$. Hence

$$I_j(\mathbf e)=\sum_{z\zeta}p_{z\zeta}J^z_\zeta(j),\qquad p_{z\zeta}=\frac{\mathrm{Tr}[t^{z\dagger}_\zeta\varepsilon]}{\mathrm{Tr}[(t^z_0)^2]},\tag{5}$$

with denominators $3,2,6$ for $z=0,1,2$. For light polarized along $z$, $\varepsilon=|0\rangle\langle0|$ and (5) gives $I_0=(J^0_0-J^2_0)/3$. Substituting the weights above returns $3I_0/3$, as it should.

## 4. What core spin-orbit coupling adds

In the core shell $\mathbf L\cdot\mathbf s$ equals $c/2$ for $j=c+\frac12$ and $-(c+1)/2$ for $j=c-\frac12$. For $c\geq1$, the linear functions equal to one on one level and zero on the other are

$$P_+=\frac{c+1+2\mathbf L\cdot\mathbf s}{2c+1},\qquad P_-=\frac{c-2\mathbf L\cdot\mathbf s}{2c+1}.$$

Since $\mathbf L=c\,\mathbf t^1$ and $2\mathbf s=\boldsymbol\sigma$, both have the form

$$P_j=\sum_{y=0,1}\pi_y\sum_\eta(-1)^\eta t^y_\eta(c)\,s^y_{-\eta},\quad \pi_0=\frac{2j+1}{2(2c+1)},\quad\pi_1=\pm\frac{c}{2c+1}.\tag{6}$$

The upper sign belongs to $j=c+\frac12$. For $c=0$ only $\pi_0=1$ remains. If $H$ does not depend on spin, the $y=1$ term has zero trace, and the two edges have the ratio $(c+1):c$ for every polarization.

## 5. The dipole as a coupling of angular momenta

By the Wigner-Eckart theorem,

$$C_q|c\gamma\rangle=\lambda\sum_m|lm\rangle\langle1q\,c\gamma|lm\rangle\equiv\lambda V|1q\rangle|c\gamma\rangle .$$

The map $V$ keeps the part of $1\otimes c$ with total angular momentum $l$.

To find $\lambda$ for $l=c+1$, take the stretched states, whose Clebsch-Gordan coefficient is one. The function $\sin\theta\,e^{i\phi}Y_{cc}$ is proportional to $Y_{c+1,c+1}$, so

$$|\lambda|^2=\frac12\frac{\int_0^\pi\sin^{2c+3}\theta\,d\theta}{\int_0^\pi\sin^{2c+1}\theta\,d\theta}=\frac12\,\frac{2c+2}{2c+3}=\frac{l}{2l+1}.$$

For $l=c-1$, sum all squared elements $|\langle lm|C_q|c\gamma\rangle|^2$. The sum is $(2l+1)|\lambda|^2$. Since $C_q^\dagger=(-1)^qC_{-q}$, it is unchanged when the shells are exchanged, and the first case gives its value as the larger of $l$ and $c$. In both cases

$$|\lambda|^2=\frac{\max(l,c)}{2l+1}.$$

The orbital part of (4) with (6) is now

$$\sum_{qq'}\langle1q|t^z_\zeta|1q'\rangle C_qt^y_\eta(c)C_{q'}^\dagger=|\lambda|^2V\,t^z_\zeta(1)\,t^y_\eta(c)\,V^\dagger .$$

Couple the two tensors to rank $x$. Because $V$ commutes with rotations, the projected tensor is a multiple of the unit tensor:

$$V[t^z(1)t^y(c)]^x_\xi V^\dagger=G\,t^x_\xi(l).\tag{7}$$

**Stretched shells, $l=c+1$.** Here $V^\dagger|ll\rangle=|11\rangle|cc\rangle$. Taking the expectation value of (7) with $\xi=0$ leaves only $\zeta=\eta=0$, and both factors are one. Hence $G=\langle z0\,y0|x0\rangle$, which vanishes for odd $x+y+z$.

## 6. Recoupling to the hole moments

Expanding the product in (7) over $x$ gives

$$J^z_\zeta=R^2|\lambda|^2\sum_{xy}\pi_yG\sum_\eta(-1)^\eta\langle z\zeta\,y\eta|x\xi\rangle\,\langle t^x_\xi s^y_{-\eta}\rangle,\quad\xi=\zeta+\eta .$$

The moment needs the coefficient $\langle x\xi\,y{-\eta}|z\zeta\rangle$. By (1), the two coefficients contain 3j symbols that differ by reversal of all projections and exchange of two columns. Each operation gives $(-1)^{x+y+z}$, so the symbols are equal. The remaining prefactors give

$$\langle z\zeta\,y\eta|x\xi\rangle=(-1)^{z-x+\eta}\sqrt{\tfrac{2x+1}{2z+1}}\,\langle x\xi\,y{-\eta}|z\zeta\rangle .\tag{8}$$

For even $x+y+z$, $(-1)^{z-x}=(-1)^y$. The two factors $(-1)^\eta$ cancel, and (2) turns the sum over $\eta$ into

$$(-1)^y\sqrt{\tfrac{2x+1}{2z+1}}\,\langle x0\,y0|z0\rangle\,w^{xyz}_\zeta=\langle z0\,y0|x0\rangle\,w^{xyz}_\zeta .$$

The last equality is (8) at zero projections. The sum rule is therefore

$$J^z_\zeta(j)=R^2\sum_{xy}K_j^{xyz}w^{xyz}_\zeta,\qquad K_j^{xyz}=\frac{\max(l,c)}{2l+1}\,\pi_y\,\langle z0\,y0|x0\rangle\,G.\tag{9}$$

The sum runs over even $x+y+z$ and $x\le 2l$, since a tensor of rank above $2l$ has no matrix elements within the shell $l$. For $l=c+1$ the last two factors form a square. Comparing $P_1P_z=\sum_x\langle z0\,10|x0\rangle^2P_x$ with the Legendre recursion gives squares $(z+1)/(2z+1)$ for $x=z+1$ and $z/(2z+1)$ for $x=z-1$. Thus

$$J^z(j)=\frac{R^2l}{2l+1}\left[\pi_0w^{z0z}+\pi_1\frac{z\,w^{z-1,1,z}+(z+1)w^{z+1,1,z}}{2z+1}\right].\tag{10}$$

All terms carry the same $\zeta$; the $z-1$ term is absent for $z=0$.

**Limit: one stretched $d$ hole, $p$ core.** All moments are one, so (10) gives $\frac25R^2(\pi_0+\pi_1)$ for each $z$. This is $\frac25R^2$ at $j=\frac32$ and zero at $j=\frac12$. Directly, the hole $|2\,2\uparrow\rangle$ can be filled only from $|1\,1\uparrow\rangle$ with $q=1$, and that core state belongs entirely to $j=\frac32$.

## 7. The other channel and the 9j symbol

For $l=c-1$ the stretched state is no longer a product, and $G$ needs all projections. Multiply a matrix element of (7) by $(-1)^{l-m}\begin{pmatrix}l&x&l\\-m&\xi&m'\end{pmatrix}$ and sum over $m,m',\xi$. The right side becomes $G/n_{lx}$, because the sum of the squared 3j symbol is one. On the left, (1) leaves the factor

$$\frac{(2l+1)\sqrt{2x+1}}{n_{1z}n_{cy}}\,(-1)^{z+y}$$

times the sum of

$$\begin{pmatrix}1&c&l\\q&\gamma&-m\end{pmatrix}\begin{pmatrix}1&c&l\\q'&\gamma'&-m'\end{pmatrix}\begin{pmatrix}z&y&x\\\zeta&\eta&-\xi\end{pmatrix}$$
$$\times\begin{pmatrix}1&z&1\\-q&\zeta&q'\end{pmatrix}\begin{pmatrix}c&y&c\\-\gamma&\eta&\gamma'\end{pmatrix}\begin{pmatrix}l&x&l\\-m&\xi&m'\end{pmatrix}.$$

The phase follows from $m=q+\gamma=m'+\xi$ and even $1+c+l$.

A 9j symbol is the sum over all projections of six 3j symbols, three for its rows and three for its columns. To reach that form, reverse the projections in the first symbol (no sign) and the last (sign $(-1)^x$). Then exchange the last two columns in each symbol of the second line, with signs $(-1)^z$, $(-1)^y$ and $(-1)^x$. The total $(-1)^{z+y}$ cancels the earlier phase:

$$G=(2l+1)\sqrt{2x+1}\,\frac{n_{lx}}{n_{1z}n_{cy}}\begin{Bmatrix}1&1&z\\c&c&y\\l&l&x\end{Bmatrix}.\tag{11}$$

Exchanging the two equal columns leaves the 9j symbol unchanged, but its three row symbols supply $(-1)^{x+y+z}$. Odd sums therefore vanish in this channel too. Equations (5), (9) and (11) cover every polarization and both channels.

**Case $c=2$, $l=1$.** Write $V^\dagger|11\rangle=\alpha|{-1},2\rangle+\beta|0,1\rangle+\delta|1,0\rangle$, with entries $q,\gamma$. The raising operator must annihilate it:

$$\sqrt2\,\alpha+2\beta=0,\qquad\sqrt2\,\beta+\sqrt6\,\delta=0 .$$

The normalized weights are $\frac35,\frac3{10},\frac1{10}$. For $y=0$, $z=1$, $G$ is the mean of $q$, namely $-\frac35+\frac1{10}=-\frac12$. With $|\lambda|^2=\frac23$ and $\pi_0=\frac35$ at the upper edge, $K^{101}=-\frac15$. At the corresponding $p\to d$ edge it is $+\frac4{15}$. The same orbital moment thus gives opposite circular dichroism in the two channels, because most of the strength into the stretched $p$ orbital comes with $q=-1$.

## 8. Reading the $p\to d$ edges

For $c=1$, $l=2$ and $\zeta=0$, the rank-zero rule gives the branching ratio

$$B=\frac{J^0(\frac32)}{J^0(\frac32)+J^0(\frac12)}=\frac13\left(2+\frac{w^{110}}{n_h}\right),\qquad n_h=w^{000}.\tag{12}$$

Here $w^{110}=\langle\mathbf L\cdot\mathbf s\rangle$ summed over holes, since the stretched value of $\mathbf L\cdot\mathbf s$ is one.

Adding the edges cancels $\pi_1$. Because $L_z$ has zero trace, its electron value is minus its hole value:

$$\langle L_z\rangle_{\rm el}=-2n_h\frac{J^1(\frac32)+J^1(\frac12)}{J^0(\frac32)+J^0(\frac12)}.\tag{13}$$

The combination upper minus twice lower cancels $\pi_0$ and has $\pi_1$ weight $\frac13+\frac23=1$:

$$J^1(\tfrac32)-2J^1(\tfrac12)=\tfrac25R^2\,\frac{w^{011}+2w^{211}}3.\tag{14}$$

The first moment is $2S_z$. The second is proportional to the magnetic dipole operator $T_z=s_z-3n_z(\mathbf n\cdot\mathbf s)$, with $\mathbf n=\mathbf r/r$, because its orbital part is a traceless symmetric tensor. For the stretched hole $\langle n_z^2\rangle=\frac17$, so $T_z=\frac12(1-\frac37)=\frac27$. Hence $w^{211}=\frac72T_z$, and the fraction in (14) is $(2S_z+7T_z)/3$ for holes. The integrals determine this sum, not $S_z$ alone. Likewise, the rank-two difference fixes only $(2w^{112}+3w^{312})/5$.

## 9. A model $d^8$ ion

The parameters are round model values. The $d$ shell has Slater integrals $F^2=10$ and $F^4=6$ eV, spin-orbit constant $0.1$ eV, and a tetrahedral field placing $t_2$ above $e$ by $0.5$ eV, with $x,y,z$ along the cube axes so that $e$ is spanned by $3z^2-r^2$ and $x^2-y^2$. An exchange field adds $0.1\,\sigma_z$ eV to each $d$ electron. The $p$ spin-orbit constant is $10$ eV, and $R=0.10$ Å. The monopole integrals $F^0$ and the shell energies are omitted; they shift a whole configuration rigidly and change none of the numbers below.

Diagonalizing the 45 states of $p^6d^8$ gives a ground state separated by $0.066$ eV from the next. Its hole moments are

$$w^{000}=2,\quad w^{110}=1.283,\quad w^{101}=0.981,\quad w^{011}=1.913,$$
$$w^{211}=0.376,\quad w^{202}=0.343,\quad w^{112}=0.826,\quad w^{312}=-0.824 .$$

With $R^2=10$ in units of $10^{-3}$ Å$^2$, equation (10) gives

$$J^0(\tfrac32)=10\left[\tfrac4{15}(2)+\tfrac2{15}(1.283)\right]=7.04,$$
$$J^1(\tfrac32)=10\left[\tfrac4{15}(0.981)+\tfrac2{45}(1.913)+\tfrac4{45}(0.376)\right]=3.80,$$
$$J^2(\tfrac32)=10\left[\tfrac4{15}(0.343)+\tfrac4{75}(0.826)-\tfrac2{25}(0.824)\right]=0.70 .$$

At $j=\frac12$ the $\pi_0$ terms halve and the $\pi_1$ terms change sign, giving $0.96$, $0.12$ and $0.68$.

The spectrum gives the same integrals by another road. I diagonalize the 60 states of $p^5d^9$, first without core-valence multipole interaction, and sum squared dipole amplitudes over the lower 40 states ($j=\frac32$) and the upper 20 ($j=\frac12$). The gap between the groups is $14.2$ eV. At $j=\frac32$ the strengths for $q=1,0,-1$ are $4.364$, $2.116$ and $0.564$. Their sum is $7.04$, the circular difference $3.80$, and the rank-two combination $4.364+0.564-2(2.116)=0.70$.

Equation (13) gives $\langle L_z\rangle_{\rm el}=-4(3.922/8.000)=-1.96\,\hbar$, the ground-state value.

### When core $j$ is mixed

Now include the core-valence integrals $F^2_{pd}=6$, $G^1_{pd}=5$ and $G^3_{pd}=3$ eV. The two groups remain $11.9$ eV apart, but their states no longer have pure core $j$. In the same units the integrals of the lower-energy and higher-energy groups become

- $J^0$: $7.123$ and $0.877$;
- $J^1$: $3.801$ and $0.121$;
- $J^2$: $0.764$ and $0.607$.

Each sum over the two groups is unchanged. For the whole set of core holes, closure applies with $P=1$, whatever the interaction among the final states. Equation (13) therefore survives within this model, while rules that separate the edges do not. The branching ratio rises from $0.881$ to $0.890$, and (12) would then return $w^{110}=2(3B-2)=1.34$ instead of $1.28$, about 5% too large.

The spin combination in (14) changes by only $0.15\%$ of its true value, $0.888$. The rank-two difference $J^2(\frac32)-2J^2(\frac12)$ behaves quite differently: it goes from $-0.655$ to $-0.451$, losing about 31% of its magnitude. If strength $\delta^z$ moves from the upper-energy to the lower-energy group, the difference changes by $3\delta^z$. Here $\delta^1$ is about $0.002$ and $\delta^2$ about $0.068$. Nothing in the derivation makes $\delta^1$ small in general, so the small spin error belongs to this state and these parameters.

All numerical values are calculated from the stated model.
